# Noise strength and the Boltzmann distribution in Langevin dynamics

## The situation

In first-principles molecular dynamics, the nuclei move as classical particles on the potential energy surface that the electrons provide. Newton's equations conserve the total energy of the nuclei. A sample in contact with surroundings at temperature $T$ behaves differently: its energy fluctuates, and its positions and momenta follow the Boltzmann distribution.

A Langevin thermostat imitates the surroundings by adding two forces to the one from the potential: a friction that removes energy and a random force that supplies it. If the friction is chosen freely, how strong must the random force be for the Boltzmann distribution at $T$ to persist?

## Equations and conventions

Take one particle of mass $m$ in one dimension, with position $x$, momentum $p$ and potential $V(x)$. A prime on $V$ means $d/dx$. The equations of motion are

$$\frac{dx}{dt}=\frac{p}{m},\qquad \frac{dp}{dt}=-V'(x)-\gamma p+R(t). \tag{1}$$

The constant $\gamma>0$ is a rate, so the friction force is $-\gamma p$. The random force $R$ is Gaussian white noise, independent of the past motion, with

$$\langle R(t)\rangle=0,\qquad \langle R(t)R(t')\rangle=B\,\delta(t-t'). \tag{2}$$

The constant $B$ is what is meant here by the noise strength. The algebra is in atomic units; $k$ is Boltzmann's constant, and $kT$ is an energy. The target density is

$$\rho_T(x,p)=\frac1Z\exp\left[-\frac{1}{kT}\left(\frac{p^2}{2m}+V(x)\right)\right], \tag{3}$$

where $Z$ normalizes it. This requires $\int e^{-V/kT}dx$ to be finite. A bond that can dissociate into unlimited space violates this condition, and so does the free translation of a whole molecule that is not confined to a box or periodic cell. Then there is no normalized Boltzmann density to preserve.

The claim is that $\rho_T$ is stationary under (1) and (2) if and only if

$$B=2m\gamma kT. \tag{4}$$

## What the noise does in a short time

Over a short interval $dt$ the random force delivers the impulse $dW=\int_t^{t+dt}R(s)\,ds$. Its mean is zero. Its variance follows from (2):

$$\langle dW^2\rangle=\int_t^{t+dt}\!\!\int_t^{t+dt}B\,\delta(s-s')\,ds\,ds'=B\,dt. \tag{5}$$

A typical impulse is therefore of size $\sqrt{B\,dt}$, much larger than the impulse of the other forces, which is proportional to $dt$, when $dt$ is small. Its square counts at first order in $dt$ and must be kept.

Let $f(x,p)$ be any smooth function. The changes during $dt$ are

$$dx=\frac pm\,dt,\qquad dp=-(V'+\gamma p)\,dt+dW,$$

up to corrections that contribute to averages at order $dt^2$. Writing partial derivatives as subscripts, the Taylor expansion of $f$ is

$$df=f_x\,dx+f_p\,dp+\tfrac12 f_{pp}\,dp^2+\dots$$

Now average over the noise at fixed starting point $(x,p)$:

- In $f_p\,dp$, the impulse averages to zero and $-(V'+\gamma p)f_p\,dt$ remains.
- In $dp^2$, the term $dW^2$ averages to $B\,dt$. The cross term is proportional to $dt\,\langle dW\rangle=0$, and the square of the deterministic part is of order $dt^2$.
- The terms with $dx^2$ and $dx\,dp$ contribute at order $dt^2$.
- The third moment of a Gaussian impulse vanishes, and the fourth is $3B^2dt^2$. Higher Taylor terms therefore give nothing at order $dt$.

Averaging also over the starting points and dividing by $dt$ gives

$$\frac{d\langle f\rangle}{dt}=\left\langle \frac pm f_x-(V'+\gamma p)f_p+\frac B2 f_{pp}\right\rangle. \tag{6}$$

The factor $\tfrac12$ beside $B$ comes from the second-order Taylor term. It is the origin of the factor 2 in (4).

## The Fokker-Planck equation

Let $\rho(x,p,t)$ be the probability density, so that $\langle f\rangle=\int f\rho\,dx\,dp$. The left side of (6) is $\int f\,\partial_t\rho\,dx\,dp$. On the right side, integrate by parts to free $f$ from derivatives. The boundary terms vanish if $\rho$ falls off fast enough at large $|x|$ and $|p|$, which is assumed. The three terms become

$$\int\rho\,\frac pm f_x\,dx\,dp=-\int f\,\frac pm\rho_x\,dx\,dp,$$

$$-\int\rho\,(V'+\gamma p)f_p\,dx\,dp=+\int f\,\partial_p\big[(V'+\gamma p)\rho\big]dx\,dp,$$

$$\frac B2\int\rho f_{pp}\,dx\,dp=+\frac B2\int f\rho_{pp}\,dx\,dp.$$

One integration by parts changes the sign; two restore it. Since $f$ is arbitrary, the factors multiplying it must agree at every point:

$$\frac{\partial\rho}{\partial t}=-\frac pm\,\rho_x+\partial_p\big[(V'+\gamma p)\rho\big]+\frac B2\,\rho_{pp}. \tag{7}$$

This is the Fokker-Planck equation for (1). The momentum diffusion coefficient is $B/2$, half the noise strength. A density is stationary when the right side of (7) vanishes for all $x$ and $p$.

## Inserting the Boltzmann density

The derivatives of (3) are

$$\rho_x=-\frac{V'}{kT}\rho_T,\qquad \rho_p=-\frac{p}{mkT}\rho_T,$$

$$\rho_{pp}=-\frac{1}{mkT}\rho_T-\frac{p}{mkT}\rho_p=-\frac1{mkT}\left(1-\frac{p^2}{mkT}\right)\rho_T.$$

The three terms of (7) are then

$$-\frac pm\rho_x=+\frac{pV'}{mkT}\rho_T,$$

$$\partial_p\big[(V'+\gamma p)\rho\big]=\gamma\rho_T+(V'+\gamma p)\rho_p=-\frac{pV'}{mkT}\rho_T+\gamma\left(1-\frac{p^2}{mkT}\right)\rho_T,$$

$$\frac B2\rho_{pp}=-\frac{B}{2mkT}\left(1-\frac{p^2}{mkT}\right)\rho_T.$$

The two terms with $V'$ cancel, whatever the potential. They describe the motion without a thermostat, which by itself leaves the Boltzmann density unchanged. What remains is

$$\frac{\partial\rho}{\partial t}\bigg|_{\rho=\rho_T}=\left(\gamma-\frac{B}{2mkT}\right)\left(1-\frac{p^2}{mkT}\right)\rho_T. \tag{8}$$

If $B=2m\gamma kT$, the first bracket is zero and $\rho_T$ is stationary. Conversely, suppose that $\rho_T$ is stationary. At $p=0$ the second bracket equals 1 and $\rho_T$ is positive, so the first bracket must be zero. This proves (4) in both directions.

Equation (8) also shows how the density starts to change when the noise is wrong. With weak noise the first bracket is positive: the density grows where $p^2<mkT$ and shrinks where $p^2>mkT$. Friction wins, and probability moves towards small momenta. Strong noise does the reverse.

## A numerical example

Choose the model parameters $m=1000$ eV fs²/Å², $\gamma=0.010$ fs⁻¹ and $kT=0.050$ eV. The required strength is

$$B=2\times1000\times0.010\times0.050=1.000\ \text{eV}^2\,\text{fs/Å}^2,$$

or 0.015635 atomic units.

With half this strength, the first bracket of (8) is $0.010-0.005=0.005$ fs⁻¹. At $p=0$ the Boltzmann density initially grows at this relative rate. At $p=2\sqrt{mkT}$ the second bracket is $1-4=-3$, and the relative rate is $-0.015$ fs⁻¹.

## What the wrong noise strength produces

For given $B>0$ and $\gamma>0$, define a temperature $T'$ by

$$kT'=\frac{B}{2m\gamma}. \tag{9}$$

Then $B=2m\gamma kT'$, and the proof above applies with $T'$ in place of $T$. The Boltzmann density at $T'$ is stationary, provided that it can be normalized. A wrong noise strength thus gives a proper thermal distribution at the wrong temperature, in the positions as well as in the momenta.

This was simulated directly from (1) in the anharmonic well

$$V(x)=0.50\,x^2-0.50\,x^3+0.50\,x^4,$$

with $x$ in Å and $V$ in eV. The 30000 independent particles started at rest at $x=0$. After 1500 fs of settling, averages were taken over 2000 fs. The last column is an integral over the Boltzmann density at $T'$.

| $B$ (eV² fs/Å²) | $kT'$ (eV) | $\langle p^2\rangle/m$ (eV) | $\langle x^2\rangle$ (Å²) | Boltzmann $\langle x^2\rangle$ (Å²) |
|---|---|---|---|---|
| 0.5 | 0.0250 | 0.0251 | 0.0262 | 0.0261 |
| 1.0 | 0.0500 | 0.0501 | 0.0506 | 0.0506 |
| 2.0 | 0.1000 | 0.1003 | 0.0921 | 0.0920 |

The mean position moves too: the simulated values are 0.032, 0.054 and 0.082 Å, in agreement with the Boltzmann integrals at $T'$ to this precision. The shift is positive because the cubic term makes the well softer on that side. A wrong noise strength would therefore also falsify a mean bond length or a thermal expansion.

The simulation advances in steps of $\Delta t=2.0$ fs. By (5), the random impulse in one step has root mean square $\sqrt{B\,\Delta t}=\sqrt{1.000\times2.0}=1.41$ eV fs/Å for the matched noise. The thermal momentum is $\sqrt{mkT}=7.07$ eV fs/Å. The theorem concerns continuous time; a finite step adds an error of its own that depends on the integration scheme. The last digit of the simulated columns is uncertain: for $\langle p^2\rangle/m$ the sampling error is about 0.2%, and the step of 2 fs adds a bias of about 0.1% with the scheme used.

## The energy balance

Equation (6) gives a second view of the condition. Put $f=H=p^2/2m+V$, for which $f_x=V'$, $f_p=p/m$ and $f_{pp}=1/m$. Then

$$\frac{d\langle H\rangle}{dt}=\left\langle\frac{pV'}m-\frac{pV'}m-\frac{\gamma p^2}m+\frac B{2m}\right\rangle=\frac{B}{2m}-\frac{\gamma\langle p^2\rangle}{m}. \tag{10}$$

The noise heats at the constant power $B/2m$. Friction cools at a power proportional to the kinetic energy. In a stationary state they balance, so $\langle p^2\rangle/m=B/(2m\gamma)$. The Boltzmann density has $\langle p^2\rangle/m=kT$, and (4) follows again as a necessary condition. The balance alone does not prove sufficiency, since it controls a single average and not the whole density.

In the example the heating power is $1.000/2000=5.00\times10^{-4}$ eV/fs. The cooling power from the simulation is $5.01\times10^{-4}$ eV/fs, which agrees to about 0.2% of the heating power, the size of the sampling error.

The friction rate drops out of the final temperature if $B$ is scaled with it. It still affects how fast the bath acts. For a free particle, $V=0$, equation (6) with $f=p^2$ gives

$$\frac{d\langle p^2\rangle}{dt}=B-2\gamma\langle p^2\rangle,$$

so $\langle p^2\rangle$ approaches $B/2\gamma$ with the time constant $1/(2\gamma)$, here 50 fs. This value holds for the free particle only. In a harmonic well with weak friction, kinetic and potential energy are equal on average, so $\langle p^2\rangle/m\approx\langle H\rangle$ in (10) and the time constant is $1/\gamma$, here 100 fs. Strong friction slows the positions down again: for the force constant 1 eV/Å² and $\gamma=1$ fs⁻¹, $\langle x^2\rangle$ relaxes in about 500 fs.

## Several particles

Let $i$ label all momentum components of all particles, with masses $m_i$, friction rates $\gamma_i$ and a joint potential $U$. Allow the random forces to be correlated: $\langle R_i(t)R_j(t')\rangle=B_{ij}\,\delta(t-t')$, with $B_{ij}=B_{ji}$. The second-order Taylor term now contains $\langle dW_i\,dW_j\rangle=B_{ij}\,dt$, and the noise term in the Fokker-Planck equation becomes $\frac12\sum_{ij}B_{ij}\,\partial_{p_i}\partial_{p_j}\rho$.

For the Boltzmann density,

$$\partial_{p_i}\partial_{p_j}\rho_T=\left(\frac{p_ip_j}{m_im_j(kT)^2}-\frac{\delta_{ij}}{m_ikT}\right)\rho_T.$$

The terms with $\partial U/\partial x_i$ cancel for each $i$, as before. Stationarity therefore requires, for all momenta,

$$\sum_i\gamma_i\left(1-\frac{p_i^2}{m_ikT}\right)+\frac12\sum_{ij}B_{ij}\left(\frac{p_ip_j}{m_im_j(kT)^2}-\frac{\delta_{ij}}{m_ikT}\right)=0.$$

A polynomial that vanishes everywhere has vanishing coefficients. For $i\ne j$, the coefficient of $p_ip_j$ gives $B_{ij}=0$. The coefficient of $p_i^2$ gives

$$-\frac{\gamma_i}{m_ikT}+\frac{B_{ii}}{2m_i^2(kT)^2}=0\quad\Longrightarrow\quad B_{ii}=2m_i\gamma_ikT. \tag{11}$$

The constant term, $\sum_i[\gamma_i-B_{ii}/(2m_ikT)]$, is then zero as well. Each momentum needs noise matched to its own mass and friction, and noises on different momenta must be uncorrelated. This holds for friction of the form $-\gamma_ip_i$, where each friction force depends on its own momentum alone.

Consider two coupled oscillators with masses 1000 and 4000 eV fs²/Å² and the same $\gamma=0.010$ fs⁻¹. Their potential is $U=\frac12\sum_{ij}K_{ij}x_ix_j$, with $K_{11}=K_{22}=2.0$ and $K_{12}=K_{21}=-1.0$ eV/Å². For $kT=0.050$ eV, (11) asks for strengths 1.000 and 4.000 eV² fs/Å². With these, both values of $\langle p_i^2\rangle/m_i$ are 0.0500 eV.

If both oscillators receive the strength 1.000 instead, the values become 0.0450 and 0.0175 eV. A Boltzmann density would give equal values, so this stationary state is not thermal at any temperature. Its energy balance shows why:

- The light particle is heated at $1.000/2000=5.00\times10^{-4}$ eV/fs and loses $0.010\times0.0450=4.50\times10^{-4}$ eV/fs to friction.
- The heavy particle is heated at $1.000/8000=1.25\times10^{-4}$ eV/fs and loses $0.010\times0.0175=1.75\times10^{-4}$ eV/fs.

The difference, $0.50\times10^{-4}$ eV/fs, flows steadily through the coupling from the light particle to the heavy one. With a single momentum component (one particle in one dimension), wrong noise merely shifts the temperature. With several components, it can prevent a common temperature.

## Limits of the statement

**Stationary does not mean attracting.** The proof shows that $\rho_T$ stays unchanged once it is reached. It does not show that every initial density tends to it. The simulations from rest did reach the Boltzmann averages, which supports convergence for this well but does not prove it in general. The case $\gamma=0$ shows the difference. Equation (8) then requires $B=0$, and $\rho_T$ is stationary. But so is any smooth density $g(H)$, because (7) gives $-(p/m)g'V'+V'g'p/m=0$. Without a bath, nothing selects a temperature.

**Errors in the forces act as extra noise.** Computed electronic forces carry numerical errors. Suppose that such an error can be represented as white noise of strength $B_e$, independent of $R$. The variances of the two impulses add, and (9) becomes $kT'=(B+B_e)/(2m\gamma)$. With matched $B$, a single momentum component is then too hot by $B_e/(2m\gamma)$, an error that grows as the friction is reduced. With several components the total noise must still satisfy (11), and force errors generally do not. For the two oscillators above, an equal extra strength $B_e=0.2$ eV² fs/Å² raises $\langle p_i^2\rangle/m_i$ by $0.2\times0.0450=0.0090$ and $0.2\times0.0175=0.0035$ eV, because the covariances are linear in the noise strengths, and no common temperature remains. Errors that depend systematically on position or momentum are not covered by this estimate.

**The nuclei are classical.** The density (3) contains no zero-point motion. In the example well, where the mass is about 9.6 u, the quantum thermal value of $\langle x^2\rangle$ at $kT'=0.025$ eV is 0.0275 Å², about 5% above the classical 0.0261 Å². The condition on the noise guarantees the classical distribution on the given potential surface. It corrects neither the missing quantum effects nor errors of the surface itself.

The numerical check checks the short-time average, the integration by parts, the condition on the noise, the averages in the anharmonic well and the kinetic values of the coupled oscillators numerically or symbolically.

## Computed values

```
mass m = 1000 eV fs^2/A^2
friction rate gamma = 0.010 1/fs
thermal energy kT = 0.050 eV
potential: quadratic coefficient = 0.50 eV/A^2
potential: cubic coefficient = -0.50 eV/A^3
potential: quartic coefficient = 0.50 eV/A^4
required noise strength B = 1.0000 eV^2 fs/A^2
required noise strength B = 0.015635 atomic units
thermal momentum sqrt(m kT) = 7.071 eV fs/A
time step = 2.0 fs
random impulse per step, rms = 1.414 eV fs/A
walkers = 30000, settling time = 1500 fs, measuring time = 2000 fs
Boltzmann density under half noise, relative rate of change:
  at p = 0: 0.00500 1/fs
  at p = 2 sqrt(m kT): -0.01500 1/fs
noise factor 0.5: B = 0.500 eV^2 fs/A^2
  kT' = B/(2 m gamma) = 0.0250 eV
  simulated <p^2>/m = 0.0251 eV
  <x>: simulated 0.0318 A, Boltzmann at kT' 0.0318 A
  <x^2>: simulated 0.0262 A^2, Boltzmann at kT' 0.0261 A^2
noise factor 1.0: B = 1.000 eV^2 fs/A^2
  kT' = B/(2 m gamma) = 0.0500 eV
  simulated <p^2>/m = 0.0501 eV
  <x>: simulated 0.0536 A, Boltzmann at kT' 0.0537 A
  <x^2>: simulated 0.0506 A^2, Boltzmann at kT' 0.0506 A^2
noise factor 2.0: B = 2.000 eV^2 fs/A^2
  kT' = B/(2 m gamma) = 0.1000 eV
  simulated <p^2>/m = 0.1003 eV
  <x>: simulated 0.0818 A, Boltzmann at kT' 0.0818 A
  <x^2>: simulated 0.0921 A^2, Boltzmann at kT' 0.0920 A^2
heating power B/(2m), matched noise = 5.000e-04 eV/fs
cooling power gamma <p^2>/m, simulated = 5.008e-04 eV/fs
coupled oscillators: masses = 1000, 4000 eV fs^2/A^2
  spring matrix: diagonal 2.0, off-diagonal -1.0 eV/A^2
  scaled noise B1, B2 = 1.000, 4.000 eV^2 fs/A^2
  scaled noise: <p^2>/m = 0.0500, 0.0500 eV
  equal noise B1 = B2 = 1.000 eV^2 fs/A^2
  equal noise: <p^2>/m = 0.0450, 0.0175 eV
```
